# The van der Waals coefficient C3 of an atom near a surface

A ground-state atom at height \(z\) above the flat surface of a medium with dielectric function \(\varepsilon(\omega)\) has, at zero temperature, without retardation and to second order in the coupling, the energy

\[ U(z)=-\frac{C_3}{z^3},\qquad C_3=\frac{\hbar}{4\pi}\int_0^\infty du\,\alpha'(iu)\,r(iu),\qquad r=\frac{\varepsilon-1}{\varepsilon+1}. \tag{1} \]

Here \(\alpha\) is the SI polarizability, defined by \(d=\alpha E\), and \(\alpha'=\alpha/4\pi\varepsilon_0\) is the polarizability volume, so the prefactor of \(\int\alpha\,r\,du\) is \(\hbar/16\pi^2\varepsilon_0\); the bare factor \(1/4\pi\) belongs to atomic units, where \(\hbar=4\pi\varepsilon_0=1\). For an atom with one resonance \(\omega_0\) and static value \(\alpha_0'\), above a Drude metal of plasma frequency \(\omega_p\) without damping,

\[ C_3=\frac{\hbar\alpha_0'}{8}\,\frac{\omega_0\,\omega_s}{\omega_0+\omega_s},\qquad \omega_s=\frac{\omega_p}{\sqrt2}. \tag{2} \]

With a damping rate \(0<\gamma<2\omega_s\) the closed form contains a logarithm and an inverse cosine, equation (11); for \(\gamma>2\omega_s\) the inverse cosine becomes a hyperbolic one.

The medium fills \(z<0\) and is non-magnetic. The atom is small compared with \(z\) and does not overlap the medium, so the two have separate Hamiltonians, and the Coulomb interaction between their charges reduces to its dipole term \(V=-\mathbf d\cdot\mathbf E\). Here \(\mathbf d\) is the dipole operator of the atom and \(\mathbf E\) the operator of the instantaneous Coulomb field that the charges of the medium produce at the atom. The atomic states \(|n\rangle\) have excitation energies \(\hbar\omega_n\), the states \(|m\rangle\) of the medium \(\hbar\omega_m\). Both ground states are non-degenerate, the eigenfunctions are chosen real, as time-reversal symmetry allows for these spin-independent Hamiltonians, and so the matrix elements \(d_i^{0n}=d_i^{n0}\) and \(E_i^{0m}=E_i^{m0}\) are real. The atom has no permanent dipole, \(d_i^{00}=0\), and the medium no static field outside, \(E_i^{00}=0\). The first-order shift \(-d_i^{00}E_i^{00}\) then vanishes, and so does each second-order term in which one partner stays in its ground state, since it contains \(d^{00}\) or \(E^{00}\). With repeated Cartesian indices summed, what remains is

\[ U=-\sum_{n,m\neq0}\frac{d_i^{0n}d_j^{n0}\,E_i^{0m}E_j^{m0}}{\hbar(\omega_n+\omega_m)}. \tag{3} \]

The denominator ties the two sums together. For \(a,b>0\) and \(a\ne b\), \(1/[(a^2+u^2)(b^2+u^2)]=[1/(a^2+u^2)-1/(b^2+u^2)]/(b^2-a^2)\), and \(\int_0^\infty du/(a^2+u^2)=\pi/2a\), so

\[ \int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}=\frac{\pi}{2ab(a+b)}, \tag{4} \]

which holds at \(a=b\) by continuity. Hence \(1/(\omega_n+\omega_m)=(2/\pi)\int_0^\infty du\,\omega_n\omega_m/[(\omega_n^2+u^2)(\omega_m^2+u^2)]\), whose integrand is a product. Define

\[ \alpha_{ij}(iu)=\sum_n\frac{2\omega_n\,d_i^{0n}d_j^{n0}}{\hbar(\omega_n^2+u^2)},\qquad G_{ij}(iu)=\sum_m\frac{2\omega_m\,E_i^{0m}E_j^{m0}}{\hbar(\omega_m^2+u^2)}. \tag{5} \]

The product \(\alpha_{ij}G_{ij}\) carries the factor \(4/\hbar^2\), whereas (3) with the identity inserted carries \(2/\pi\hbar\); the ratio is \(\hbar/2\pi\). For an isotropic atom \(\alpha_{ij}=\alpha\,\delta_{ij}\), and

\[ U=-\frac{\hbar}{2\pi}\int_0^\infty du\,\alpha_{ij}G_{ij}=-\frac{\hbar}{2\pi}\int_0^\infty du\,\alpha(iu)\,\mathrm{Tr}\,G(iu). \tag{6} \]

The states of the medium need not be known, because \(G\) is a linear response function. Replace the atom by a classical dipole that grows from zero as \(d_je^{ut}\), \(u>0\), which is the time dependence \(e^{-i\omega t}\) at \(\omega=iu\). The medium feels \(-d_je^{ut}E_j\). With the state written as \(|0\rangle+\sum_mc_me^{-i\omega_mt}|m\rangle\), the first-order equation is \(i\hbar\dot c_m=-d_jE_j^{m0}e^{(u+i\omega_m)t}\). Integration from \(-\infty\) gives \(c_me^{-i\omega_mt}=i\,d_jE_j^{m0}e^{ut}/\hbar(u+i\omega_m)=d_jE_j^{m0}e^{ut}/\hbar(\omega_m-iu)\). The mean field is \(\sum_mE_i^{0m}c_me^{-i\omega_mt}\) plus its complex conjugate, and \(1/(\omega_m-iu)+1/(\omega_m+iu)=2\omega_m/(\omega_m^2+u^2)\), so \(\langle E_i\rangle=G_{ij}(iu)\,d_je^{ut}\). Thus \(G\) is the field that the polarized medium sends back to the position of the dipole, per unit dipole. The same calculation with the roles exchanged shows that \(\alpha_{ij}(iu)\) is the polarizability in a field growing as \(e^{ut}\).

The returned field is now computed from macroscopic electrostatics, under the assumption of local response: the polarization at a point is \(\mathbf P=\varepsilon_0[\varepsilon(iu)-1]\mathbf E\) with the field at that point, \(\varepsilon\) being uniform for \(z<0\) and 1 above. Take first a charge \(q\) at \((\boldsymbol\rho',z')\), \(z'>0\). A Fourier transform parallel to the surface turns Poisson's equation in vacuum into \(\phi_k''-k^2\phi_k=-(q/\varepsilon_0)\delta(z-z')\), whose decaying solution is \(\phi_k=(q/2\varepsilon_0k)e^{-k|z-z'|}\), since its slope jumps by \(-q/\varepsilon_0\) at \(z'\). With the medium present, both regions obey \(\phi_k''=k^2\phi_k\) away from the charge, so near the surface, in units of \((q/2\varepsilon_0k)e^{-kz'}\), the potential is \(e^{kz}+Re^{-kz}\) above and \(Te^{kz}\) below. Continuity of \(\phi\) gives \(1+R=T\), and continuity of the normal displacement \(\varepsilon\,\partial_z\phi\) gives \(1-R=\varepsilon T\). The sum yields \(T=2/(\varepsilon+1)\), so \(R=T-1=-(\varepsilon-1)/(\varepsilon+1)=-r\), independent of \(k\). In the inverse transform \(\int d^2k/(2\pi)^2=\int k\,dk/2\pi\) times an angular mean, and the angular mean of \(e^{i\mathbf k\cdot(\boldsymbol\rho-\boldsymbol\rho')}\) is \(J_0(k|\boldsymbol\rho-\boldsymbol\rho'|)\). The potential due to the medium is

\[ \frac{\phi_{\rm refl}}{q}=-\frac{r}{4\pi\varepsilon_0}\int_0^\infty dk\,J_0(k|\boldsymbol\rho-\boldsymbol\rho'|)\,e^{-k(z+z')}. \tag{7} \]

A dipole is a pair of opposite charges, so its reflected potential is \(d_j\partial_j'(\phi_{\rm refl}/q)\), and \(G_{ij}=-\partial_i\partial_j'(\phi_{\rm refl}/q)\) at coincident points. The two minus signs cancel. The derivative \(\partial_z\partial_{z'}\) brings down \(k^2\). Expanding the angular mean gives \(J_0(s)=1-s^2/4+\dots\), and \(\partial_x\partial_{x'}[-k^2(x-x')^2/4]=+k^2/2\), likewise for \(y\). Off-diagonal elements vanish, because one lateral derivative leaves a factor \(x-x'\) or \(y-y'\) and the quadratic term has no cross product. With \(\int_0^\infty k^2e^{-2kz}dk=2/(2z)^3\),

\[ G=\frac{r}{4\pi\varepsilon_0(2z)^3}\,\mathrm{diag}(1,1,2),\qquad \mathrm{Tr}\,G=\frac{4r}{4\pi\varepsilon_0\cdot8z^3}=\frac{r}{4\pi\varepsilon_0\cdot 2z^3}. \tag{8} \]

Inserted in (6), this gives \(U=-(\hbar/4\pi z^3)\int\alpha'r\,du\), which is (1). By (5), \(\alpha(iu)>0\), and \(0<r<1\) wherever \(\varepsilon(iu)>1\), so such a medium attracts the atom.

The weight \(k^2e^{-2kz}\) peaks at \(k=1/z\), and this fixes the range of validity. Electrostatics requires the light travel time \(z/c\) to be short against \(1/u\) for the frequencies that contribute. For the models below it is sufficient that \(z\ll c/\omega_0\) and \(z\ll c/\omega_s\); both are not always necessary, since the product \(\alpha r\) already falls off above the smaller of the two frequencies. Local response requires the field to vary little over the distance an electron travels during the response, estimated for a metal as \(v_F/\omega_p\) with \(v_F\) the Fermi velocity, so \(z\gg v_F/\omega_p\). The corrections from either source are not derived here; their size is only indicated in the examples.

The value \(r=1\), a perfect conductor, bounds \(C_3\) from above for \(\varepsilon>1\). From (5), \(\int_0^\infty\alpha\,du=\sum_n(2\omega_n|d_z^{0n}|^2/\hbar)(\pi/2\omega_n)=\pi\langle d_z^2\rangle/\hbar\) by completeness, and isotropy gives \(\langle d_z^2\rangle=\langle d^2\rangle/3\), so \(C_3=\langle d^2\rangle/(12\cdot4\pi\varepsilon_0)\). This is the mean of the energy \(-\tfrac12d_iG_{ij}d_j\) of a dipole in the field it induces, with (8) at \(r=1\): the medium follows the fluctuating dipole instantly.

If all dipole strength lies at one frequency \(\omega_0\), (5) reads \(\alpha'(iu)=\alpha_0'\omega_0^2/(\omega_0^2+u^2)\) with \(\alpha_0=2\langle d_z^2\rangle/\hbar\omega_0\). In the Drude model, electrons of density \(n\), charge \(-e\) and mass \(m\) have a displacement obeying \(m\ddot\xi=-eE-m\gamma\dot\xi\). For growth as \(e^{ut}\), \(\xi=-eE/mu(u+\gamma)\), and \(P=-ne\xi\) gives \(\varepsilon(iu)=1+\omega_p^2/u(u+\gamma)\) with \(\omega_p^2=ne^2/\varepsilon_0m\). Multiplying numerator and denominator of \(r\) by \(u(u+\gamma)/2\),

\[ r(iu)=\frac{\omega_s^2}{u^2+\gamma u+\omega_s^2}, \tag{9} \]

the response of a damped oscillator at \(\omega_s\), where the undamped \(\varepsilon(\omega)=1-\omega_p^2/\omega^2\) equals \(-1\): the surface plasmon. With \(a=\omega_0\), \(b=\omega_s\) and \(Q=u^2+\gamma u+b^2\),

\[ C_3=\frac{\hbar\alpha_0'}{4\pi}\,I,\qquad I=a^2b^2\int_0^\infty\frac{du}{(u^2+a^2)\,Q}. \tag{10} \]

For \(\gamma=0\), (4) gives \(I=\pi ab/2(a+b)\), which is (2). For \(\omega_s\gg\omega_0\) it tends to \(\hbar\alpha_0'\omega_0/8=\langle d_z^2\rangle/(4\cdot4\pi\varepsilon_0)\), the perfect-conductor value, and in general it is that value times \(\omega_s/(\omega_0+\omega_s)\). A static \(r(0)=1\) is therefore not enough to make a metal a perfect mirror; it must also be fast compared with the atom. For \(\omega_s\ll\omega_0\), \(C_3\to\hbar\alpha_0'\omega_s/8\). Here the roles are exchanged: completeness applied to \(G\) gives \(\langle E^2\rangle=(\hbar/\pi)\int\mathrm{Tr}\,G\,du=\hbar\omega_s/(4\pi\varepsilon_0\cdot4z^3)\), and the static energy \(-\tfrac12\alpha_0\langle E^2\rangle\) of the atom in this slow zero-point field is \(-\hbar\alpha_0'\omega_s/8z^3\).

For \(\gamma>0\) write \(1/[(u^2+a^2)Q]=(Au+B)/(u^2+a^2)+(A'u+D)/Q\). The \(u^3\) terms of the common numerator must cancel, so \(A'=-A\). Multiplying by \(u^2+a^2\) and setting \(u=ia\) gives \(iaA+B=1/(b^2-a^2+i\gamma a)=(b^2-a^2-i\gamma a)/\Delta\), with \(\Delta=(b^2-a^2)^2+\gamma^2a^2>0\). Hence \(A=-\gamma/\Delta\) and \(B=(b^2-a^2)/\Delta\). The \(u^2\) terms require \(A\gamma+B+D=0\), so \(D=(a^2-b^2+\gamma^2)/\Delta\). Since \(Q'=2u+\gamma\), the second numerator is \(-AQ'/2+(D+A\gamma/2)\), with \(D+A\gamma/2=(a^2-b^2+\gamma^2/2)/\Delta\). Three integrals result. The logarithmic ones combine to \((A/2)[\ln((u^2+a^2)/Q)]_0^\infty=-(A/2)\ln(a^2/b^2)=(\gamma/\Delta)\ln(a/b)\). The \(B\) term gives \(\pi B/2a\). For the last, \(Q=(u+\gamma/2)^2+\Omega^2\) with \(\Omega^2=b^2-\gamma^2/4\). For \(\gamma<2b\), \(\int_0^\infty du/Q=[\pi/2-\arctan(\gamma/2\Omega)]/\Omega\), and the angle in brackets has cosine \((\gamma/2)/\sqrt{\Omega^2+\gamma^2/4}=\gamma/2b\). Therefore

\[ I=\frac{a^2b^2}{\Delta}\left[\gamma\ln\frac ab+\frac{\pi(b^2-a^2)}{2a}+\Big(a^2-b^2+\frac{\gamma^2}{2}\Big)\frac{\arccos(\gamma/2b)}{\Omega}\right]. \tag{11} \]

For \(\gamma>2b\), put \(\kappa^2=\gamma^2/4-b^2\). Then \(\int_0^\infty du/Q=(1/2\kappa)\ln[(\gamma/2+\kappa)/(\gamma/2-\kappa)]\); since \((\gamma/2+\kappa)(\gamma/2-\kappa)=b^2\), this equals \((1/\kappa)\ln[(\gamma/2+\kappa)/b]=\mathrm{arccosh}(\gamma/2b)/\kappa\), which replaces the last fraction. As \(\gamma\to0\) with \(a\neq b\), the bracket tends to \((b^2-a^2)(\pi/2)(1/a-1/b)\) and \(\Delta\) to \((b^2-a^2)^2\), which restores (2).

Because \(\partial r/\partial\gamma=-b^2u/Q^2<0\) at each \(u>0\), damping lowers \(C_3\) in this model. To first order, with \(s=u^2\), \(\delta I=-(\gamma a^2b^2/2)\int_0^\infty ds/[(s+a^2)(s+b^2)^2]\). With \(\delta=b^2-a^2\neq0\) (the case \(a=b\) follows by continuity) the integrand equals \([1/(s+a^2)-1/(s+b^2)]/\delta^2-1/[\delta(s+b^2)^2]\), as a common denominator confirms: \([(s+b^2)-(s+a^2)]/\delta=1\). Integration gives

\[ \delta I=-\frac{\gamma a^2b^2}{2}\left[\frac{\ln(b^2/a^2)}{(b^2-a^2)^2}-\frac{1}{b^2(b^2-a^2)}\right]. \tag{12} \]

The result can be carried to real frequencies. Setting \(u=-i(\omega+i0)\) in (5) gives \(2\omega_m/[\omega_m^2-(\omega+i0)^2]=1/(\omega_m-\omega-i0)+1/(\omega_m+\omega+i0)\), whose imaginary part for \(\omega>0\) is \(\pi\delta(\omega-\omega_m)\). Multiplying by \((2/\pi)\omega/(\omega^2+u^2)\) and integrating returns the term of (5). Since \(r\) is proportional to \(\mathrm{Tr}\,G\), \(r(iu)=(2/\pi)\int_0^\infty d\omega\,\omega\,\mathrm{Im}\,r(\omega)/(\omega^2+u^2)\), the friction being regarded as the effect of a continuum of states \(m\). Using (4) for the \(u\) integral in (1),

\[ C_3=\frac{\hbar\alpha_0'}{4\pi}\int_0^\infty d\omega\,\mathrm{Im}\,r(\omega)\,\frac{\omega_0}{\omega+\omega_0}. \tag{13} \]

For the Drude metal, \(u=-i\omega\) in (9) gives \(\mathrm{Im}\,r=\omega_s^2\gamma\omega/[(\omega_s^2-\omega^2)^2+\gamma^2\omega^2]\ge0\). Equation (13) is (3) again: a sum over the absorbing surface excitations with denominator \(\omega+\omega_0\).

The undamped result also follows without \(\varepsilon\), from the modes of a cold electron fluid, and this road shows what second order leaves out. In a surface area \(\mathcal A\), take the displacement \(\boldsymbol\xi=\nabla[q\cos(\mathbf k\cdot\boldsymbol\rho)e^{kz}/k]\) for \(z<0\), and its sine partner, with \(\mathbf k\) in a half-plane to avoid double counting. It has no divergence, so its charge lies on the surface, \(\sigma=-ne\xi_z=-neq\cos(\mathbf k\cdot\boldsymbol\rho)\). The remaining displacements do not reach the atom: those without divergence and without normal component carry no charge, and for \(\nabla\chi\) with \(\chi=0\) on the surface the field \(ne\nabla\chi/\varepsilon_0\) inside and zero outside satisfies all boundary conditions. Integration by parts shows both kinds orthogonal to the surface displacements, so neither energy mixes them. Since \(|\boldsymbol\xi|^2=q^2e^{2kz}\), the kinetic energy is \(\tfrac12M\dot q^2\) with \(M=nm\mathcal A/2k\). The sheet potential is \((\sigma/2\varepsilon_0k)e^{-k|z|}\), and \(\tfrac12\int\sigma\phi\,d^2\rho=\tfrac12Kq^2\) with \(K=n^2e^2\mathcal A/4\varepsilon_0k\), the mean of \(\cos^2\) being one half. Thus \(K/M=ne^2/2\varepsilon_0m=\omega_s^2\) for each \(k\).

At \(\boldsymbol\rho=0\) a cosine mode gives a field along \(z\) and a sine mode a field along \(\hat{\mathbf k}\), both of size \(neq\,e^{-kz}/2\varepsilon_0\). Let the atom be an isotropic oscillator with mass-weighted coordinates \(X_i\) and \(d_i=\lambda X_i\), so that \(\alpha_0=\lambda^2/\omega_0^2\). All modes being degenerate, \(X_i\) couples to one normalized combination of the mass-weighted coordinates \(\sqrt M q\), with squared strength \(g_i^2\) equal to the sum of squared couplings. With \(\sum_{\mathbf k}\to\mathcal A\,\pi\int k\,dk/(2\pi)^2\),

\[ g_z^2=\frac{\lambda^2n^2e^2}{4\varepsilon_0^2}\,\frac{2}{nm}\,\frac{1}{4\pi}\int_0^\infty k^2e^{-2kz}dk=\alpha_0'\,\omega_0^2\omega_s^2\,\frac{2}{(2z)^3}, \tag{14} \]

and \(g_x^2=g_y^2=g_z^2/2\) from the angular mean of \(\hat k_x^2\). The three combinations are orthogonal, because cosine and sine modes are distinct and \(\hat k_x\hat k_y\) averages to zero. Each pair has normal frequencies \(\omega_\pm\) with \((\omega_+^2+u^2)(\omega_-^2+u^2)=(\omega_0^2+u^2)(\omega_s^2+u^2)-g_i^2\), the determinant of the force matrix plus \(u^2\). The integral \(\int_0^\infty\ln[(\omega^2+u^2)/(\omega_1^2+u^2)]du=\pi(\omega-\omega_1)\) holds because it vanishes at \(\omega=\omega_1\) and has \(\omega\)-derivative \(\pi\). The change of the zero-point energy \(\sum\hbar\omega/2\) is then, by (14), (8) and (9),

\[ U=\frac{\hbar}{2\pi}\int_0^\infty du\sum_i\ln\big[1-\alpha(iu)G_{ii}(iu)\big]. \tag{15} \]

This needs no perturbation expansion within this model of harmonic atom and undamped local fluid, as long as all normal frequencies are real, \(g_z^2<\omega_0^2\omega_s^2\), which by (14) means \(\alpha_0'<4z^3\). With \(\ln(1-x)=-x-x^2/2-\dots\) the first term is (6), and the second deepens the attraction by a relative amount proportional to \(\alpha_0'/z^3\), which must be small for (1) to hold.

As a first example take the round model parameters \(\alpha_0'=2\times10^{-29}\) m³, \(\omega_0=4\times10^{15}\) rad/s, \(\omega_p=1.5\times10^{16}\) rad/s, \(\gamma=10^{14}\) s⁻¹ and \(z=2\times10^{-9}\) m. Then \(\omega_s=1.06066\times10^{16}\) rad/s, \(\omega_s/(\omega_0+\omega_s)=0.72615\) and \(\hbar\alpha_0'/4\pi=1.6784\times10^{-64}\) J s m³. The perfect conductor has \(I=\pi\omega_0/2\) and \(C_3=1.0546\times10^{-48}\) J m³. Without damping both are multiplied by 0.72615: \(I=4.56254\times10^{15}\) rad/s and \(C_3=7.658\times10^{-49}\) J m³. With damping, \(a^2=1.6\times10^{31}\) and \(b^2=1.125\times10^{32}\) in s⁻², so \(\Delta=(9.65\times10^{31})^2+1.6\times10^{59}=9.31241\times10^{63}\) s⁻⁴, while \(\Omega=1.06065\times10^{16}\) rad/s and \(\arccos(\gamma/2b)=1.56608\). The three terms of (11) are, in units of \(10^{16}\) s⁻¹, \(-0.00975+3.78955-1.42478=2.35502\). The factor in front is \(1.8\times10^{63}/9.31241\times10^{63}=0.19329\), giving \(I=4.55202\times10^{15}\) rad/s and

\[ C_3=1.6784\times10^{-64}\times4.55202\times10^{15}=7.640\times10^{-49}\ \text{J m}^3=4.769\times10^{-3}\ \text{eV nm}^3. \]

Damping lowers \(C_3\) by 0.23% of the undamped value; (12) gives \(\delta I=-1.056\times10^{13}\) rad/s against \(-1.053\times10^{13}\) rad/s from (11). Division by \(z^3=8\times10^{-27}\) m³ gives \(U=-9.55\times10^{-23}\) J \(=-5.96\times10^{-4}\) eV. For the undamped metal, numerical diagonalization of the atom with discretized surface modes gives \(-9.5736\times10^{-23}\) J against the second-order \(-9.5722\times10^{-23}\) J, a correction of \(1.41\times10^{-4}\) relative to the latter, with \(\alpha_0'/z^3=2.5\times10^{-3}\). At twice the height it is \(1.76\times10^{-5}\), smaller by the factor 8 expected from (15). For free electrons this \(\omega_p\) means \(n=7.07\times10^{28}\) m⁻³ and \(v_F=\hbar(3\pi^2n)^{1/3}/m=1.48\times10^6\) m/s, so \(v_F/\omega_p=9.9\times10^{-11}\) m, while \(c/\omega_s=2.8\times10^{-8}\) m and \(c/\omega_0=7.5\times10^{-8}\) m. The small ratios are \(v_F/\omega_pz=0.05\) and \(z\omega_s/c=0.07\). The digits above describe the local non-retarded model only, and damping is not the largest correction to (2) at this height. The retarded formula with Fresnel coefficients, not derived here, lowers \(|U|\) by about 0.3%. Non-local response matters more: a shift \(\delta\) of the effective surface changes \(z^{-3}\) by about \(3\delta/z\), and \(\delta\) is of order \(v_F/\omega_p\). A hydrodynamic electron fluid bounded by a hard wall lowers \(|U|\) by about 10%; for a real metal the size and sign of this term depend on the electron density profile at the surface and on the plane from which \(z\) is measured.

A real atom has many poles. By (5), \(\alpha'(iu)\) is a sum of one-pole terms with \(\alpha_n'=2|d_z^{0n}|^2/(4\pi\varepsilon_0\hbar\omega_n)\), and \(C_3\) is the sum of the corresponding closed forms. A one-pole fit that keeps \(\alpha_0'=\sum_n\alpha_n'\) must choose \(\omega_0\). With weights \(p_n=\alpha_n'/\alpha_0'\), which sum to one, the choice \(\omega_0=\sum p_n\omega_n=2\langle d_z^2\rangle/\hbar\alpha_0\) reproduces the perfect-conductor value. The choice \(\omega_0^2=\sum p_n\omega_n^2\) reproduces the \(1/u^2\) tail of \(\alpha\); for one electron the commutator \([z,[H,z]]=\hbar^2/m\) gives the f-sum rule \(\sum_n2\omega_n|z^{0n}|^2=\hbar/m\), so \(\omega_0^2=e^2/m\alpha_0\). Both fits overestimate \(C_3\) when \(\mathrm{Im}\,r\ge0\). The function \(\omega_0/(\omega+\omega_0)\) in (13) is increasing and concave in \(\omega_0\), so Jensen's inequality places its value at the mean frequency above the mean of its values; and the second frequency exceeds the first, because a mean square exceeds the squared mean by the variance.

For non-relativistic hydrogen with a fixed nucleus, the \(p\) states were obtained by diagonalization in 30 Laguerre functions. This gives \(\alpha_0'=6.668\times10^{-31}\) m³, the lowest excitation at \(1.550\times10^{16}\) rad/s, and a perfect-conductor \(C_3=1.615\times10^{-49}\) J m³, equal to \(e^2\langle r^2\rangle/(12\cdot4\pi\varepsilon_0)\) with the ground-state mean square radius \(\langle r^2\rangle=8.40\times10^{-21}\) m². Above the same damped metal the sum over all poles is \(C_3=5.80\times10^{-50}\) J m³ \(=3.62\times10^{-4}\) eV nm³, a fraction \(5.80/16.15=0.36\) of the perfect-conductor value, since this atom is faster than the surface plasmon. The first fit has \(\omega_0=1.837\times10^{16}\) rad/s and \(C_3=5.89\times10^{-50}\) J m³, the second \(\omega_0=1.949\times10^{16}\) rad/s and \(C_3=6.02\times10^{-50}\) J m³. They exceed the all-pole value by 1.7% and 3.8% of it, in the order derived. The length \(c/\omega_0\) is shorter for this atom, \(1.6\times10^{-8}\) m for the first fit. At \(z=2\) nm retardation lowers \(|U|\) by about 1% and the hard-wall hydrodynamic estimate by about 8%, so at that height the errors of the fits are no larger than what the local non-retarded model itself leaves out.

The numerical check tests (6) against diagonalization of a random atom–medium model, where both give \(-0.0214892\) in model units; the response property of \(G\) by time propagation; the factor \(r\) by a finite-difference solution of Poisson's equation; (8) by numerical derivatives of (7); (2), (11), (12) and (13) by quadrature, with (11) and (13) also at \(a=b\) and \(\gamma>2b\); and (15) by normal modes.

## Computed values

```
random model: E2 diagonalized = -0.0214892 (model units)
random model: E2 integral = -0.0214892 (model units)
alpha0' = 2e-29 m^3
w0 = 4e+15 rad/s
wp = 1.5e+16 rad/s
gamma = 1e+14 1/s
z = 2e-09 m
ws = 1.06066e+16 rad/s
ws/(w0+ws) = 0.726151
hbar alpha0'/(4 pi) = 1.6784e-64 J s m^3
Delta = 9.31241e+63 s^-4
Omega = 1.06065e+16 rad/s
arccos(gamma/2ws) = 1.56608 rad
term log = -9.75182e+13 1/s
term pi = 3.78955e+16 1/s
term arccos = -1.42478e+16 1/s
I undamped = 4.56254e+15 rad/s
I damped = 4.55202e+15 rad/s
delta I first order = -1.05595e+13 rad/s
delta I exact = -1.05256e+13 rad/s
C3 perfect conductor = 1.05457e-48 J m^3
C3 undamped = 7.65779e-49 J m^3
C3 undamped = 0.00477961 eV nm^3
C3 damped, closed form = 7.64012e-49 J m^3
C3 damped, closed form = 0.00476859 eV nm^3
C3 damped, imag-axis quad = 7.64012e-49 J m^3
C3 damped, real-axis quad = 7.64012e-49 J m^3
damped/undamped - 1 = -0.00230696
U(z) damped = -9.55015e-23 J
U(z) damped = -0.000596073 eV
U(z) undamped, 2nd order = -9.57223e-23 J
U(z) undamped, normal modes = -9.57358e-23 J
higher-order rel. corr. at z = 0.000140529
higher-order rel. corr. at 2z = 1.75645e-05
alpha0'/z^3 = 0.0025
electron density n = 7.06968e+28 m^-3
v_F = 1.48091e+06 m/s
v_F/wp = 9.8727e-11 m
c/ws = 2.82647e-08 m
c/w0 = 7.49481e-08 m
H: alpha0' = 6.66831e-31 m^3
H: <r^2> = 8.40086e-21 m^2
H: w(1s-2p) = 1.5503e+16 rad/s
H: C3 perfect conductor = 1.61512e-49 J m^3
H: C3 Drude, all poles = 5.79574e-50 J m^3
H: C3 Drude, all poles = 0.000361742 eV nm^3
H: w0 from <d^2> = 1.83739e+16 rad/s
H: C3 one pole <d^2> = 5.89233e-50 J m^3
H: rel. error <d^2> fit = 0.0166657
H: w0 from f-sum = 1.94885e+16 rad/s
H: C3 one pole f-sum = 6.01823e-50 J m^3
H: rel. error f-sum fit = 0.0383877
H: c/w0 (<d^2> fit) = 1.63162e-08 m
```
